# Slater and response parts of the exchange potential of beryllium, part 1

(Sections cited here and not found follow in the second part.)

## Problem

Use Hartree atomic units. Treat the beryllium atom, $1s^2 2s^2$, with a fixed point nucleus of charge $Z=4$ and $N=4$ electrons, nonrelativistically, in exchange-only Kohn-Sham theory. The two occupied orbitals of each spin are the lowest eigenfunctions of $-\tfrac12\nabla^2+v_s(r)$, with eigenvalues $\varepsilon_1<\varepsilon_2<0$ and $v_s=-Z/r+v_H+v_x$, where $v_H$ is the Hartree potential. They are real and of the form $\phi_i=P_i(r)/(r\sqrt{4\pi})$, $\int_0^\infty P_iP_j\,dr=\delta_{ij}$, with $i=1$ for $1s$ and $i=2$ for $2s$. The density is $\rho=2\rho_\sigma$, $\rho_\sigma=\phi_1^2+\phi_2^2$, and the density matrix of one spin is $\gamma(\mathbf r,\mathbf r')=\sum_i\phi_i(\mathbf r)\phi_i(\mathbf r')$. The exchange energy, summed over two equal spin contributions, is

$$E_x=-\iint\frac{\gamma(\mathbf r,\mathbf r')^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' ,$$

and $v_x=\delta E_x/\delta\rho$, the orbitals being regarded as functionals of $\rho$ through $v_s$. The free constant in $v_x$ is fixed by $v_x(\infty)=0$.

(a) Define the exchange hole, find its total charge, and write $E_x$ in terms of the Coulomb potential $v_S$ of the hole (the Slater potential). Split $v_x=v_S+v_{\rm resp}$, give the meaning of $v_{\rm resp}$, and evaluate it for one orbital per spin.

(b) Reduce $v_S$ and $E_x$ to radial integrals and derive the equation that determines $v_x$.

(c) Write $v_{\rm resp}$ as a term with one constant per shell plus a remainder.

(d) Find the behaviour of $v_S$ at large $r$, with the leading correction.

(e) Find the limit of $v_{\rm resp}$ at large $r$ and the condition that $v_x(\infty)=0$ puts on the constants.

(f) Determine the shape of the shell term and what fixes its height.

(g) Solve the equations self-consistently, give the parts of $v_x$, and describe the region between the shells.

## Solution

### (a) The hole and the split

The exchange hole seen by an electron at $\mathbf r$ is defined as

$$\rho_x(\mathbf r,\mathbf r')=-\frac{\gamma(\mathbf r,\mathbf r')^2}{\rho_\sigma(\mathbf r)} .$$

Writing out the square and using orthonormality,

$$\int\gamma^2\,d^3r'=\sum_{ij}\phi_i(\mathbf r)\phi_j(\mathbf r)\int\phi_i\phi_j\,d^3r'=\sum_i\phi_i(\mathbf r)^2=\rho_\sigma(\mathbf r),$$

so $\int\rho_x\,d^3r'=-1$ for every $\mathbf r$. The hole is nowhere positive and holds exactly one missing electron. Its Coulomb potential at the position of the electron is

$$v_S(\mathbf r)=\int\frac{\rho_x(\mathbf r,\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r' .$$

Since $\gamma^2=-\rho_\sigma\rho_x=-\tfrac12\rho\,\rho_x$, the energy is $E_x=\tfrac12\int\rho\,v_S\,d^3r$.

To separate the explicit dependence on the density from the rest, define the pair factor $g$ by $\rho_x(\mathbf r,\mathbf r')=\rho(\mathbf r')[g(\mathbf r,\mathbf r')-1]$. Solving for $g$,

$$g-1=-\frac{\gamma^2}{\rho_\sigma(\mathbf r)\,\rho(\mathbf r')}=-\frac{\gamma^2}{2\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')},$$

which is symmetric in its two arguments. With $r_{12}=|\mathbf r-\mathbf r'|$ and $\rho'=\rho(\mathbf r')$,

$$E_x=\frac12\iint\frac{\rho\,\rho'\,(g-1)}{r_{12}}\,d^3r\,d^3r' .$$

A variation acts on three factors. The variations of $\rho$ and of $\rho'$ give equal terms, as an exchange of the integration variables shows, because $g$ is symmetric. Together they cancel the factor $\tfrac12$:

$$\delta E_x=\int\delta\rho(\mathbf r)\int\frac{\rho'(g-1)}{r_{12}}\,d^3r'\,d^3r+\frac12\iint\frac{\rho\rho'\,\delta g}{r_{12}}\,d^3r\,d^3r' .$$

The inner integral of the first term is $v_S(\mathbf r)$. Comparing with $\delta E_x=\int v_x\,\delta\rho\,d^3r$ gives

$$v_x=v_S+v_{\rm resp},\qquad v_{\rm resp}(\mathbf r)=\frac12\iint\frac{\rho(\mathbf r_1)\rho(\mathbf r_2)}{|\mathbf r_1-\mathbf r_2|}\,\frac{\delta g(\mathbf r_1,\mathbf r_2)}{\delta\rho(\mathbf r)}\,d^3r_1\,d^3r_2 .$$

The Slater part is the attraction of the electron to its own hole. The response part is the energy change that comes from the change of the pair factor when density is moved. The variations conserve $N$, so $\int\delta\rho=0$ and a constant can be added to $v_x$ freely. Because $v_S$ is defined without ambiguity, this constant belongs to $v_{\rm resp}$.

With one orbital per spin, $\gamma^2=\phi(\mathbf r)^2\phi(\mathbf r')^2=\rho_\sigma(\mathbf r)\rho_\sigma(\mathbf r')$, so $g=\tfrac12$ for every density and $\delta g=0$. Then $v_{\rm resp}=0$, the hole is $-\tfrac12\rho(\mathbf r')$, and $v_x=v_S=-\tfrac12v_H$. In exchange-only theory a response part needs at least two orbitals of the same spin.

### (b) Radial form and the equation for $v_x$

With $s$ orbitals only, $\gamma$ depends on the radii $r,r'$ and not on the angle between the vectors. The angular integration then acts on $1/r_{12}$ alone. With $x$ the cosine of the angle,

$$\frac12\int_{-1}^{1}\frac{dx}{\sqrt{r^2+r'^2-2rr'x}}=\frac{(r+r')-|r-r'|}{2rr'}=\frac1{r_>},$$

where $r_>$ is the larger radius. Define

$$Q=P_1^2+P_2^2,\qquad n=4\pi r^2\rho=2Q,\qquad Y_{ij}(r)=\int_0^\infty\frac{P_i(r')P_j(r')}{r_>}\,dr' .$$

Since $d^3r'\,\phi_i\phi_j\to dr'\,P_iP_j$ after the angular integration, and the factors $1/(4\pi r^2)$ cancel between $\phi_i\phi_j$ and $\rho_\sigma$,

$$v_S=-\frac{\sum_{ij}P_iP_jY_{ij}}{Q},\qquad E_x=-\sum_{ij}\int_0^\infty P_iP_jY_{ij}\,dr .$$

In $E_x$ four orbital factors appear. A variation $\delta P_i$ in any of the four places gives, after renaming of indices and variables, the same term $-\sum_j\int\delta P_i\,Y_{ij}P_j\,dr$. Define $u_i$ by

$$u_iP_i=-\sum_jY_{ij}P_j .$$

This is the Fock exchange operator acting on $P_i$. The function $u_2$ is singular at the $2s$ node, but only the finite product $u_iP_i$ is ever used. Then

$$\delta E_x=4\sum_i\int u_iP_i\,\delta P_i\,dr,\qquad \delta n=4\sum_iP_i\,\delta P_i,\qquad v_S=\frac{\sum_iP_i^2u_i}{Q} .$$

The Slater potential is thus the local density-weighted average of the $u_i$.

The allowed variations of the orbitals are those produced by a change $\delta v_s$. Spherical changes suffice: a nonspherical $\delta v_s$ adds to $\phi_i$, in first order, components with $l>0$, and these are orthogonal both to $u_i\phi_i$ and to $v_x\phi_i$ for spherical $v_x$. Let $\hat h=-\tfrac12\,d^2/dr^2+v_s$, with the complete set of $s$ states $P_a$, $\varepsilon_a$. First-order perturbation theory gives

$$\delta P_i(r)=-\int G_i(r,r')\,\delta v_s(r')P_i(r')\,dr',\qquad G_i(r,r')=\sum_{a\ne i}\frac{P_a(r)P_a(r')}{\varepsilon_a-\varepsilon_i}.$$

The defining condition $\int v_x\,\delta n\,dr-\delta E_x=0$ reads $4\sum_i\int(v_x-u_i)P_i\,\delta P_i\,dr=0$. Inserting $\delta P_i$ and using the symmetry of $G_i$ to let it act on the other factor,

$$4\int\delta v_s(r')\sum_iP_i(r')\,p_i(r')\,dr'=0,\qquad p_i(r)=-\int G_i(r,r')\,(v_x-u_i)P_i(r')\,dr' .$$

The orbital shift $p_i$ is the first-order change of $P_i$ under the perturbation $v_x-u_i$. As $\delta v_s$ is arbitrary,

$$S(r)\equiv P_1p_1+P_2p_2=0\quad\text{for all } r .$$

This is the optimized effective potential (OEP) equation. It says that exchanging the Fock operator for the local $v_x$ leaves the density unchanged in first order. Applying $\hat h-\varepsilon_i$ to $G_i$ removes the denominators, and completeness gives $\delta(r-r')-P_i(r)P_i(r')$. Therefore

$$(\hat h-\varepsilon_i)\,p_i=-(v_x-u_i-w_i)P_i,\qquad w_i=\int P_i^2\,(v_x-u_i)\,dr,\qquad\int p_iP_i\,dr=0 .$$

For given orbitals the solution is unique up to a constant. Let two finite solutions differ by $\Delta(r)$. Subtracting the two equations, multiplying by $\Delta$ and integrating gives $\sum_i\sum_{a\neq i}\langle a|\Delta|i\rangle^2/(\varepsilon_a-\varepsilon_i)=0$. The terms $(i,a)=(1,2)$ and $(2,1)$ have equal numerators and opposite denominators and cancel. The remaining terms, with $a$ unoccupied, are nonnegative, so each vanishes, and $\Delta P_2=\beta P_1+\beta' P_2$ with constants $\beta,\beta'$. At the node of $P_2$ the left side vanishes while $P_1\neq0$, so $\beta=0$ and $\Delta=\beta'$. A constant added to $v_x$ adds the same constant to both $w_i$ and leaves $p_i$ unchanged, since $\int G_iP_i\,dr'=0$.

The same potential makes the total energy stationary. From $T_s=2\sum_i\varepsilon_i-\int v_sn\,dr$ and $2\sum_i\delta\varepsilon_i=\int n\,\delta v_s\,dr$ it follows that $\delta T_s=-\int v_s\,\delta n\,dr$. Then $\delta E=\int(-v_s-Z/r+v_H+v_x)\,\delta n\,dr$, which vanishes at self-consistency. The energy expression is that of Hartree-Fock (HF), restricted to orbitals of a local potential. If the stationary point is the minimum, $E_{\rm HF}\le E_{\rm OEP}\le E$ of any other local potential.

### (c) Shell term and shift term

Multiply the equation for $p_i$ by $P_i$. The left side is $-\tfrac12P_ip_i''+(v_s-\varepsilon_i)P_ip_i$, and the orbital equation gives $(v_s-\varepsilon_i)P_i=\tfrac12P_i''$. Summing over $i$,

$$\tfrac12\sum_i\left(p_iP_i''-P_ip_i''\right)=-Q\,v_x+\sum_iP_i^2(u_i+w_i).$$

Because $S$ vanishes identically, so does $S''=\sum_i(p_i''P_i+2p_i'P_i'+p_iP_i'')$, which gives $\sum_iP_ip_i''=-\sum_i(2p_i'P_i'+p_iP_i'')$. The left side becomes

$$\tfrac12\sum_i\left(2p_iP_i''+2p_i'P_i'\right)=\Big(\sum_ip_iP_i'\Big)' .$$

Solving for $v_x$, and recognizing $v_S=\sum_iP_i^2u_i/Q$,

$$v_{\rm resp}=w_1f_1+w_2f_2+v_{\rm shift},\qquad f_i=\frac{P_i^2}{Q},\qquad v_{\rm shift}=-\frac{\left(\sum_ip_iP_i'\right)'}{Q} .$$

The fractions obey $f_1+f_2=1$. The shell term equals $w_1$ where the $1s$ orbital carries the density and $w_2$ where the $2s$ orbital does. It is not the whole response part: $v_{\rm shift}$ is needed for the exact derivative, and dropping it defines the KLI approximation. The shift term has zero density-weighted average, since $\int Qv_{\rm shift}\,dr=-\big[\sum_ip_iP_i'\big]_0^\infty=0$, the $p_i$ vanishing at both ends. Hence $\int n\,v_{\rm resp}\,dr=2(w_1+w_2)$.

For two orbitals the shift term can be written with one shift. The condition $S=0$ gives $p_2=-p_1P_1/P_2$, so that

$$\sum_ip_iP_i'=\frac{p_1W}{P_2},\qquad W=P_1'P_2-P_1P_2' .$$

The quotient is finite at the $2s$ node because $S=0$ forces $p_1=0$ there. From $P_i''=2(v_s-\varepsilon_i)P_i$ the Wronskian obeys

$$W'=P_1''P_2-P_1P_2''=2(\varepsilon_2-\varepsilon_1)P_1P_2,$$

with $W(0)=W(\infty)=0$.

### (d) The tail of the Slater part

The radial distribution of the missing charge is

$$\eta(r,r')=\frac{\left[P_1(r)P_1(r')+P_2(r)P_2(r')\right]^2}{Q(r)}\ge0,\qquad\int_0^\infty\eta\,dr'=1,$$

and expanding the square shows that $v_S=-\int\eta/r_>\,dr'$ reproduces the radial formula of (b). The hole is spherical about the nucleus, not about the electron. Split the integral at $r'=r$ and use the normalization for the inner part:

$$r\,v_S=-\int_0^r\eta\,dr'-\int_r^\infty\eta\,\frac r{r'}\,dr'=-1+\int_r^\infty\eta(r,r')\left(1-\frac r{r'}\right)dr' .$$

This identity is exact at every $r$. The last integrand lies between $0$ and $\eta$, so $-1/r<v_S<0$ everywhere. The remainder is the effect of the hole charge lying outside $r$.

At large $r$, $P_i\sim e^{-\kappa_ir}$ up to powers, with $\kappa_i=\sqrt{-2\varepsilon_i}$ when $v_s(\infty)=0$; the difference $\varepsilon_2-\varepsilon_1$, and with it the fact that $P_1$ decays faster, does not depend on the constant. Let $t=P_1/P_2$, $t'=t(r')$. Then $\eta=P_2(r')^2(1+tt')^2/(1+t^2)$. For $r'\ge r$ large, both $t$ and $t'$ are exponentially small, and $\eta\to P_2(r')^2$ with a relative correction of order $t^2\sim e^{-2(\kappa_1-\kappa_2)r}$. A distant electron leaves a hole in the shape of the $2s$ density, and

$$1+r\,v_S\to\int_r^\infty P_2(r')^2\left(1-\frac r{r'}\right)dr'\to0 .$$

So $v_S\to-1/r$, the coefficient being the hole charge, and the remainder is exponentially small.

Its size follows from the tail of $P_2$. The Hartree potential is $N/r$ up to exponentially small terms, by the same splitting argument, and part (e) shows that $v_{\rm resp}$ vanishes exponentially. Thus $v_s\to(-Z+N-1)/r=-1/r$ for the neutral atom, and with $\kappa=\kappa_2$ the orbital obeys $P''=(\kappa^2-2/r)P$. Insert $P=e^{-\kappa r}(r^\nu+c\,r^{\nu-1}+\dots)$. For a term $e^{-\kappa r}r^m$ the second derivative is $e^{-\kappa r}[\kappa^2r^m-2\kappa m\,r^{m-1}+m(m-1)r^{m-2}]$. The order $r^{\nu-1}$ gives $-2\kappa\nu=-2$, so $\nu=1/\kappa$. The order $r^{\nu-2}$ gives $\nu(\nu-1)-2\kappa(\nu-1)c=-2c$, and with $\kappa\nu=1$ this is $c=-\nu(\nu-1)/(2\kappa)$.

Set $r'=r+y$, so that $1-r/r'=y/(r+y)$, and let $k=2\kappa$, $a=2\nu-1$. Then

$$\frac{P_2(r+y)^2}{r+y}=\frac{P_2(r)^2}{r}\,e^{-ky}\left[1+\frac{a\,y}{r}+\frac{a(a-1)y^2}{2r^2}-\frac{2c\,y}{r^2}+\dots\right],$$

where the first terms expand $(1+y/r)^a$ and the last comes from the ratio of $1+2c/(r+y)$ to $1+2c/r$. With $\int_0^\infty y^me^{-ky}dy=m!/k^{m+1}$,

$$1+r\,v_S=\frac{P_2(r)^2}{4\kappa^2r}\left[1+\frac{2a}{kr}+\frac{3a(a-1)}{(kr)^2}-\frac{4c}{kr^2}+\dots\right],\qquad\frac{2a}{k}=\frac2{\kappa^2}-\frac1\kappa .$$

There is no power-law correction to $-1/r$. This holds because the hole is spherical about the nucleus. If the highest orbitals are $p$ orbitals, a distant electron on the $z$ axis leaves a hole shaped like a $p_z$ density, whose quadrupole moment adds a term of order $r^{-3}$ to $v_S$; the leading $-1/r$ is unchanged.

### (e) The tail of the response part

The fraction $f_1=t^2/(1+t^2)$ decays as $e^{-2(\kappa_1-\kappa_2)r}$, and $f_2\to1$. For the shift term, assume that $v_x$ stays bounded and that the functions behave as exponentials times powers, so that differentiation does not change the exponent. The source in the equation for $p_1$ is $-(v_x-w_1+Y_{11})P_1-Y_{12}P_2$. Orthogonality gives $\int_0^rP_1P_2=-\int_r^\infty P_1P_2$, so

$$Y_{12}(r)=-\int_r^\infty P_1P_2\left(\frac1r-\frac1{r'}\right)dr'\sim e^{-(\kappa_1+\kappa_2)r},$$

and $Y_{12}P_2$ decays faster than $P_1$. The source therefore decays as $e^{-\kappa_1r}$, and so does the normalizable solution $p_1$, up to powers, because the decaying solution of the homogeneous equation has the same exponent. Integrating $W'$ inward from infinity gives $W\sim e^{-(\kappa_1+\kappa_2)r}$. Then $p_1W/P_2\sim e^{-2\kappa_1r}$, and division by $Q\sim e^{-2\kappa_2r}$ gives $v_{\rm shift}\sim e^{-2(\kappa_1-\kappa_2)r}$. Hence

$$v_{\rm resp}\to w_2 ,$$

and since $v_S\to0$, the condition $v_x(\infty)=0$ is equivalent to $w_2=0$. With it,

$$v_{\rm resp}=w_1f_1+v_{\rm shift},\qquad\int n\,v_{\rm resp}\,dr=2w_1,$$

and the whole $-1/r$ tail of $v_x$ belongs to the Slater part. The argument needs the highest orbital to dominate the density far out. On a nodal surface of the highest orbital that reaches infinity, which a $2s$ orbital does not have, the fraction of another orbital tends to one and the shell term tends to the constant of that orbital.

The exchange potential is now split into a Slater part, which carries the whole $-1/r$ tail, and a response part $w_1f_1+v_{\rm shift}$, which vanishes exponentially at large $r$ once $w_2=0$ is imposed. What remains is to determine the shape and height of the shell term, solve the equations self-consistently, and describe the region between the shells.
